# Trace map, total bandwidth and gap labels of the Fibonacci chain, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Trace map, invariant and gap labels

### Result

Consider a tight-binding chain with nearest-neighbour hopping \(t=1\), which sets the unit of energy:

\[
\psi_{n+1}+\psi_{n-1}+V_n\psi_n=E\psi_n .
\]

The site energy is \(V>0\) on sites of kind \(a\) and \(0\) on sites of kind \(b\). The periodic approximants have the unit cells \(S_0=b\), \(S_1=a\), \(S_{k+1}=S_kS_{k-1}\), that is \(a,\ ab,\ aba,\ abaab,\dots\). Their sizes are \(N_0=N_1=1\), \(N_{k+1}=N_k+N_{k-1}\). Let \(\varphi=(1+\sqrt5)/2\), \(\tau=1/\varphi\), and let \(x_k(E)\) be half the trace of the transfer matrix across \(S_k\). The energy bands of approximant \(k\) form the set \(\sigma_k=\{E:|x_k(E)|\le1\}\), whose total length is \(W_k\). Three statements hold.

1. For every \(V\), the half traces obey the Kohmoto–Kadanoff–Tang map and keep its invariant:

\[
x_{k+1}=2x_kx_{k-1}-x_{k-2},\qquad
x_{k+1}^2+x_k^2+x_{k-1}^2-2x_{k+1}x_kx_{k-1}-1=\frac{V^2}{4}. \tag{1}
\]

2. For \(V\ge12\), there are positive constants \(c,C\) and exponents \(\gamma_\pm>0\), depending on \(V\) alone, with

\[
c\,N_k^{-\gamma_+}\le W_k\le C\,N_k^{-\gamma_-}\quad(k\ge2),\qquad
\gamma_\pm\simeq\frac{\ln V}{2\ln\varphi}\ \ (V\to\infty). \tag{2}
\]

3. For every \(V>0\), an energy outside \(\sigma_k\cup\sigma_{k+1}\) stays in a gap of all later approximants. The integrated density of states per site there tends to \(p+q\tau\) with integers \(p,q\).

Statement 2 bounds the bandwidth between two powers of the cell size. It does not prove that one limiting exponent exists; the numerical evidence on that point is given in Part 2. At \(V=0\) the chain is uniform, the total bandwidth is 4 for every cell size, and there is no shrinkage.

### The trace map

The equation of motion advances the amplitudes by

\[
\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}=T(V_n)\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},\qquad
T(v)=\begin{pmatrix}E-v&-1\\1&0\end{pmatrix},\qquad \det T=1 .
\]

Let \(M_k\) be the product of these matrices over the cell \(S_k\). Later sites stand further to the left, so the order of the cells is reversed in the product:

\[
M_{k+1}=M_{k-1}M_k,\qquad M_0=T(0),\quad M_1=T(V). \tag{3}
\]

For a \(2\times2\) matrix of unit determinant the Cayley–Hamilton theorem reads \(M^2-(\operatorname{tr}M)M+1=0\). Multiplication by \(M^{-1}\) gives \(M+M^{-1}=(\operatorname{tr}M)\,1\). Apply this to \(M_{k-1}\), multiply by \(M_k\) and take the trace:

\[
\operatorname{tr}(M_{k-1}M_k)+\operatorname{tr}(M_{k-1}^{-1}M_k)=\operatorname{tr}M_{k-1}\,\operatorname{tr}M_k .
\]

The first term is \(2x_{k+1}\). For the second, (3) with \(k\) lowered by one is \(M_k=M_{k-2}M_{k-1}\), so \(M_kM_{k-1}^{-1}=M_{k-2}\). Since the trace is cyclic, the second term is \(2x_{k-2}\). The right side is \(4x_{k-1}x_k\). Division by 2 gives the map in (1).

It is convenient to start one index earlier, with \(M_{-1}\) defined by \(M_1=M_{-1}M_0\):

\[
M_{-1}=T(V)T(0)^{-1}=\begin{pmatrix}E-V&-1\\1&0\end{pmatrix}\begin{pmatrix}0&1\\-1&E\end{pmatrix}=\begin{pmatrix}1&-V\\0&1\end{pmatrix}.
\]

The initial values are therefore

\[
x_{-1}=1,\qquad x_0=\frac E2,\qquad x_1=\frac{E-V}2, \tag{4}
\]

and the map holds for all \(k\ge1\). An implementation needs three numbers per energy and one line of arithmetic per generation, while the cell grows by a factor tending to \(\varphi\).

### The invariant

Write \(I(x,y,z)=x^2+y^2+z^2-2xyz-1\). Put \(y=x_k\), \(z=x_{k-1}\). The part of \(I\) that contains \(x\) is \(x(x-2yz)\). The map says \(x_{k+1}+x_{k-2}=2yz\), so

\[
x_{k+1}(x_{k+1}-2yz)=-x_{k+1}x_{k-2}=x_{k-2}(x_{k-2}-2yz).
\]

Hence \(I(x_{k+1},x_k,x_{k-1})=I(x_k,x_{k-1},x_{k-2})\), where the symmetry of \(I\) in its arguments was used. Its value follows from (4):

\[
I(x_1,x_0,1)=x_1^2+x_0^2-2x_1x_0=(x_1-x_0)^2=\frac{V^2}{4}.
\]

The orbit of every energy lies on the same surface, which depends on the contrast \(V\) alone. Set \(R=V/2\). Adding \(y^2z^2\) to both sides of \(x^2-2xyz=R^2+1-y^2-z^2\) gives a form used repeatedly below:

\[
(x-yz)^2=R^2+(1-y^2)(1-z^2), \tag{5}
\]

valid for any three consecutive half traces in any order.

At \(V=0\), with \(E=2\cos\theta\), one has \(x_k=\cos N_k\theta\). The map is then the identity \(2\cos\alpha\cos\beta=\cos(\alpha+\beta)+\cos(\alpha-\beta)\), and no energy in \([-2,2]\) leaves the bands.

### Bands of the approximants

Repeat \(S_k\) periodically and impose \(\psi_{n+N_k}=e^{i\theta}\psi_n\). Then \(M_k\) has the eigenvalue \(e^{i\theta}\), and because its determinant is 1 the other one is \(e^{-i\theta}\). Thus \(x_k(E)=\cos\theta\). Conversely, each such \(E\) is an eigenvalue of the Hermitian \(N_k\times N_k\) Bloch matrix \(H_k(\theta)\).

For \(0<\theta<\pi\) the two eigenvalues of \(M_k\) differ, so each level of \(H_k(\theta)\) has one eigenvector and the \(N_k\) levels \(E_i(\theta)\) are distinct. Both \(2x_k(E)\) and \(\det(E-H_k)\) are polynomials of degree \(N_k\) with leading coefficient 1. They therefore satisfy

\[
2x_k(E)-2\cos\theta=\prod_{i=1}^{N_k}\bigl(E-E_i(\theta)\bigr), \tag{6}
\]

and by continuity this holds for \(\theta=0,\pi\) too. For \(|c|<1\) the equation \(x_k=c\) has \(N_k\) distinct roots, all simple. Hence \(\sigma_k\) consists of \(N_k\) bands, and on each of them \(x_k\) runs monotonically between \(-1\) and \(1\). Neighbouring bands may touch at their ends.

Let \(n_k(E)\) be the number of levels below an energy \(E\) outside \(\sigma_k\). It does not depend on \(\theta\), because no level can cross \(E\) as \(\theta\) varies. Since \(|x_k|>1\), the left side of (6) has the sign of \(x_k\), and so

\[
\operatorname{sign}x_k(E)=(-1)^{N_k-n_k(E)}. \tag{7}
\]

### Escape

Call an energy "in" at \(k\) if \(|x_k|\le1\) and "out" otherwise. Suppose it is out at two consecutive indices, and let \(j,j+1\) be the first such pair. Because \(x_{-1}=1\), the energy is in at \(j-1\). Then

\[
|x_{j+2}|\ge2|x_{j+1}x_j|-1>|x_{j+1}x_j|>\max(|x_{j+1}|,|x_j|).
\]

Suppose \(|x_i|>|x_{i-1}x_{i-2}|\) with all three moduli above 1. Then \(|x_{i-2}|<|x_i|<|x_ix_{i-1}|\), and the map gives \(|x_{i+1}|\ge2|x_ix_{i-1}|-|x_{i-2}|>|x_ix_{i-1}|\). By induction the energy is out at all later indices. In each step the product term outweighs the subtracted one, so

\[
\operatorname{sign}x_{i+1}=\operatorname{sign}(x_ix_{i-1})\qquad\text{once }i-1,\,i\text{ are both out.} \tag{8}
\]

It follows that \(\sigma_k\subset\sigma_{k-1}\cup\sigma_{k-2}\) for \(k\ge1\), with \(\sigma_{-1}\) the whole real line. The unions \(\Sigma_k=\sigma_k\cup\sigma_{k+1}\) shrink as \(k\) grows. An energy outside \(\Sigma_k\) lies in a gap of every later approximant; such a gap is called persistent.

### Gap labels

Let \(E\) be outside \(\Sigma_k\), and define \(D=n_{k+2}-n_{k+1}-n_k\). Two facts force \(D=0\).

First, \(|D|\le1\). Take \(\theta=0\) and compare the ring with cell \(S_{k+2}=S_{k+1}S_k\) with two separate rings, one of \(S_{k+1}\) and one of \(S_k\). Let \(f,l\) be the first and last site vectors of \(S_{k+1}\), and \(f',l'\) those of \(S_k\). Joining the rings removes the bonds \(l\)–\(f\) and \(l'\)–\(f'\) and inserts \(l\)–\(f'\) and \(l'\)–\(f\). The matrix changes by

\[
-(uv^{T}+vu^{T}),\qquad u=l-l',\quad v=f-f'.
\]

Its possibly nonzero eigenvalues are \(-u\cdot v\pm|u||v|\). By the Cauchy–Schwarz inequality one is not negative and the other is not positive. A perturbation with at most one positive eigenvalue lowers the number of levels below \(E\) by at most 1, because it is not positive on a subspace of codimension 1. In the same way, at most one negative eigenvalue raises the number by at most 1.

Second, \(D\) is even. By (8), \(\operatorname{sign}x_{k+2}=\operatorname{sign}(x_{k+1}x_k)\). Insert (7) and use \(N_{k+2}=N_{k+1}+N_k\); what remains is \((-1)^{n_{k+2}}=(-1)^{n_{k+1}+n_k}\).

Therefore \(n_{k+2}=n_{k+1}+n_k\), and the same holds at all later indices. The level count obeys the recursion of the cell sizes. Now look for \(p,q\) with

\[
n_k=pN_k+qN_{k-1},\qquad n_{k+1}=pN_{k+1}+qN_k,\qquad N_{-1}=0 .
\]

The determinant \(\Delta_k=N_k^2-N_{k+1}N_{k-1}\) satisfies

\[
\Delta_{k+1}=N_{k+1}(N_k+N_{k-1})-(N_{k+1}+N_k)N_k=-\Delta_k,\qquad \Delta_0=1,
\]

so it is \(\pm1\) and \(p,q\) are integers. The recursion carries the same pair to all \(j\ge k\). From \(N_j=[\varphi^{j+1}-(-\tau)^{j+1}]/\sqrt5\) and \(1+\tau^2=\sqrt5\,\tau\) one finds \(N_{j-1}-\tau N_j=(-\tau)^{j+1}\), hence

\[
\frac{n_j}{N_j}=p+q\tau+\frac{q(-\tau)^{j+1}}{N_j}\ \longrightarrow\ p+q\tau . \tag{9}
\]

The limit is the integrated density of states of the infinite chain, taken along its initial pieces \(S_j\): cutting a ring open changes the count by a bounded number, which is negligible per site. Since the limit lies between 0 and 1 and \(\tau\) is irrational, \(q\) fixes \(p\) in an interior gap. The gaps are thus labelled by multiples of \(\tau\) modulo 1. The derivation shows that every persistent gap has such a label; it does not show that every label has an open gap.

A single approximant does not determine \(q\), because its gap fractions \(m/N_k\) fix \(q\) only modulo \(N_k\). Two consecutive counts at a persistent gap energy determine it.

### Example: one orbit and the main gaps at \(V=12\)

Take \(E=-0.2\). Then \(x_0=-0.1\), \(x_1=-6.1\), and

\[
\begin{aligned}
x_2&=2(-6.1)(-0.1)-1=0.22,\\
x_3&=2(0.22)(-6.1)+0.1=-2.584,\\
x_4&=2(-2.584)(0.22)+6.1=4.963 .
\end{aligned}
\]

The invariant is 36, as \(V^2/4\) requires. The energy is out at 3 and 4, so it has escaped. It lies in the gap \(q=-3\) of the following table, computed for \(N_{13}=377\) sites.

| \(q\) | \(p+q\tau\) | gap edges | width |
|---|---|---|---|
| −3 | 0.1459 | −0.2424, −0.1661 | 0.0764 |
| 2 | 0.2361 | −0.1649, −0.0865 | 0.0784 |
| −1 | 0.3820 | −0.0794, 11.0389 | 11.1183 |
| 1 | 0.6180 | 11.1320, 12.1564 | 1.0244 |
| −2 | 0.7639 | 12.1703, 13.0406 | 0.8703 |

The edges agree with those of the 233-site approximant to within \(10^{-4}\).

The three widest gaps have a direct meaning at large \(V\). The substitution \(a\to ab\), \(b\to a\) generates the cells, so every \(b\) is preceded by \(a\), and runs of \(a\) have length 1 or 2. To leading order the levels sit at 0 for \(b\), at \(V\) for a single \(a\), and at \(V\pm1\) for a pair. The fraction of \(b\) sites is \(1-\tau\), which is the label of the gap \(q=-1\). Each \(b\) separates two runs, so there are \(1-\tau=\tau^2\) runs per site containing \(\tau\) sites \(a\); hence there are \(\tau-\tau^2\) pairs per site. Filling the lower pair levels gives \(\tau^2+\tau-\tau^2=\tau\), the label \(q=1\). The single sites add \(\tau^2-(\tau-\tau^2)=2\tau^2-\tau\), which leads to \(2\tau^2=2-2\tau\), the label \(q=-2\).

The rule \(n_{k+2}=n_{k+1}+n_k\) was tested by diagonalization at the centres of the gaps of \(\Sigma_7\) wider than \(10^{-6}\), up to 377 sites. There were 41 such gaps at \(V=12\), 41 at \(V=4\) and 17 at \(V=1\).

## Part 2. Power-law bounds on the total bandwidth

### What is taken over

The half traces \(x_k(E)\) obey \(x_{k+1}=2x_kx_{k-1}-x_{k-2}\) with \(x_{-1}=1\), \(x_0=E/2\), \(x_1=(E-V)/2\). Any three consecutive ones, in any order, satisfy (5) with \(R=V/2\). The set \(\sigma_k\), where \(|x_k|\le1\), consists of \(N_k\) bands, and \(x_k\) is monotonic on each. An energy is "in" at \(k\) if it belongs to \(\sigma_k\), otherwise "out". Two consecutive outs are followed by outs alone, so an energy that is in at \(k\) was never out twice in succession before. The total length of \(\sigma_k\) is \(W_k\).

From here on \(V\ge12\), so \(R\ge6\). The slope is written \(d_k=dx_k/dE\). The width of a band is \(\int_{-1}^{1}dx/|d_k|\), so bounds on slopes give bounds on widths. The plan of the proof is to follow how slopes grow along the history of an energy and to count how many bands share each history.

### Two kinds of bands

Three consecutive half traces cannot all lie in \([-1,1]\). If they did, the left side of (5) would be at most 4, while the right side would be at least \(R^2\ge36\). This step needs only \(V>4\).

If two of three consecutive half traces, \(y\) and \(z\), lie in \([-1,1]\), the third satisfies

\[
R-1\le|x|\le R+1. \tag{10}
\]

To see this, put \(s=|yz|\). Since \(y^2+z^2\ge2s\), we have \(0\le(1-y^2)(1-z^2)\le(1-s)^2\). Thus \(|x-yz|\) is at least \(R\) and at most \(R+(1-s)^2/(2R)\le R+1-s\). Adding or subtracting \(s\le1\) gives (10).

An energy that is in at \(k\) is of type A there if it is also in at \(k-1\), and of type B if it is out at \(k-1\). In case B it is in at \(k-2\), because two consecutive outs are excluded. In case A with \(k\ge1\) it is out at \(k-2\), because three consecutive ins are excluded. Within one band of \(\sigma_k\), the type-A energies are those with \(|x_{k-1}|\le1\) and the type-B energies those with \(|x_{k-2}|\le1\). These are two disjoint closed sets which together fill a connected band, so the whole band has one type. The single band of \(\sigma_0\) is of type A, since \(x_{-1}=1\). The single band of \(\sigma_1\) is of type B, since \(x_{-1}\) and \(x_1\) are in and \(x_0\) must be out.

The next index at which the energy is in follows from the same two rules:

- After type A at \(k\) it is out at \(k+1\), and if it has not escaped it is in at \(k+2\), with type B.
- After type B at \(k\) it is in at \(k+1\) with type A, or it is out at \(k+1\) and, if it has not escaped, in at \(k+2\) with type B.

The trace map, its invariant and the gap labels are now established, and for \(V\ge12\) every band has been shown to be of type A or type B, with rules for what can follow each type. It remains to bound the growth of the slopes, count the bands that share a history and sum their widths, which will prove the power-law bounds (2), and to examine the numerical evidence for a single limiting exponent.
